Casimir mean free path of a wide diffuse ribbon

**Question**

An infinitely long ribbon has a rectangular cross-section of width w and thickness t. Axis x runs along the width, y along the thickness and z along the ribbon. Phonons have an isotropic speed v and heat capacity C per unit volume, and do not scatter inside the ribbon. Every wall absorbs all incident phonons and re-emits them diffusely, with direction-independent intensity, at the local wall temperature. The temperature gradient T′ = dT/dz is small and uniform. The mean free path Λ is defined by k = CvΛ/3, where k is the thermal conductivity.

(a) Express Λ through the straight path back to the wall, and justify the linear wall temperature.

(b) Reduce the result to distances in the cross-section. Check the convention on a round wire.

(c) Evaluate Λ for the rectangle.

(d) Show that Λ → (3t/4) ln(w/t) to leading order for w ≫ t, and find the next terms.

(e) Explain the logarithm by ray lengths. What replaces w in an infinitely wide film with internal mean free path Λ₀?

(f) Find Λ, the conductivity and the conductance of a roughened silicon ribbon at 20 K, with t = 500 nm, w = 10 µm and length 1 mm. Take rough sound speeds of 9000 m/s (longitudinal) and 5400 m/s (transverse).

(g) How far can the number in (f) be trusted for real silicon?

**Model answers**

**(a) Backward paths**

A phonon at position r moving in direction Ω, at angle θ to z, left the wall a distance s behind it. It left at axial position z − s cosθ, so its temperature deviation from the local value is −s cosθ T′. The energy density per unit solid angle deviates by C/(4π) times this. Multiplying by the axial velocity v cosθ and integrating gives the heat flux

J = −(Cv/4π) T′ ∫ s cos²θ dΩ.

Averaging over the cross-section, written ⟨…⟩, and comparing with J = −(CvΛ/3)T′ gives

Λ = (3/4π) ⟨∫ s cos²θ dΩ⟩.

The wall temperature must also balance absorbed and emitted energy. At a wall point, the incident deviation is proportional to −s cosθ. Reversing the z component of the direction leaves s and the angle of incidence unchanged but reverses the sign of cosθ. The deviations therefore cancel in the absorbed energy, and the linear wall temperature is consistent. This uses the infinite length of the ribbon.

**(b) Reduction to the cross-section**

Let ρ(r,φ) be the distance to the wall in the cross-section, along the projected backward direction φ. Then s = ρ/sinθ. Since dΩ = sinθ dθ dφ, the factors of sinθ cancel:

Λ = (3/4π) ⟨∫ρ dφ⟩ ∫₀^π cos²θ dθ = (3/8) ⟨∫₀^{2π} ρ dφ⟩,

because the θ integral is π/2. Rays close to the axis are arbitrarily long, but their small solid angle keeps their contribution finite.

For a round wire of radius R, take parallel chords at distance p from the centre, each of length ℓ = 2√(R² − p²). Along one chord, the integral of the distance to its end is ℓ²/2. Hence

∫ρ dA = ∫_{−R}^{R} 2(R² − p²) dp = 8R³/3.

Every direction gives the same value, so ⟨∫ρ dφ⟩ = 2π(8R³/3)/(πR²) = 16R/3. This gives Λ = 2R, the wire diameter.

**(c) The rectangle**

For a convex cross-section, ρ is the integral over displacement length of a function equal to one while the displaced point remains inside, and zero afterwards. For a displacement with components of magnitude X and Y, the fraction of starting points that remain inside is (1 − X/w)(1 − Y/t). In polar coordinates the area element is the displacement length times its differential times dφ, so the measure needed here is dX dY/√(X² + Y²). The four quadrants contribute equally, and 4 × 3/8 = 3/2:

Λ = (3/2) ∫₀ʷ∫₀ᵗ (1 − X/w)(1 − Y/t)/√(X² + Y²) dY dX.

Write D = √(w² + t²). Expanding the product requires four integrals.

The first has inner X integral asinh(w/Y). Integrating by parts in Y then gives

I₀ = ∫∫ dX dY/√(X²+Y²) = t asinh(w/t) + w asinh(t/w).

For the second, the inner integral is √(w²+Y²) − Y, so

I_X = ∫∫ X dX dY/√(X²+Y²) = ½[tD + w² asinh(t/w) − t²].

Exchanging the two sides gives

I_Y = ½[wD + t² asinh(w/t) − w²].

Finally,

I_XY = ∫₀ᵗ Y[√(w²+Y²) − Y] dY = (D³ − w³ − t³)/3.

The required combination is I₀ − I_X/w − I_Y/t + I_XY/(wt). Half of each asinh term survives. The terms in D combine as

tD/(2w) + wD/(2t) = D(t² + w²)/(2wt) = D³/(2wt),

and similarly t²/(2w) + w²/(2t) = (t³ + w³)/(2wt). The non-asinh part is therefore

(w³ + t³ − D³)/(2wt) + (D³ − w³ − t³)/(3wt) = (w³ + t³ − D³)/(6wt).

Multiplication by 3/2 gives

Λ = (3/4)[w asinh(t/w) + t asinh(w/t) + (w³ + t³ − D³)/(3wt)].

An independent test uses diffusion along the ribbon and assumes no wall temperatures. For w/t = 4, a random walk of 30,000 particles, each followed over a path of 800t with diffuse re-emission, gave Λ/t = 1.968. The formula gives 1.995, a difference of about 1%.

**(d) The wide ribbon**

Let ε = t/w ≪ 1. The three terms in the bracket expand as follows:

w asinh ε = t(1 − ε²/6 + …),

t asinh(1/ε) = t ln[(1 + √(1+ε²))/ε] = t[ln(2/ε) + ε²/4 + …],

w[1 + ε³ − (1+ε²)^{3/2}]/(3ε) = t[−1/2 + ε/3 − ε²/8 + …].

The constants add to 1 − 1/2 = 1/2, and the ε² coefficients to −1/6 + 1/4 − 1/8 = −1/24. Thus

Λ = (3t/4)[ln(2w/t) + 1/2 + t/(3w) − t²/(24w²) + …].

As w/t → ∞, the logarithm outgrows every other term, so

Λ → (3t/4) ln(w/t).

Here "leading" means that the ratio of the two sides tends to one. Their difference does not vanish: it tends to (3t/4)(ln 2 + 1/2), or about 0.89t. The approach is slow. The leading term is 79% of the full result at w/t = 100 and 89% at w/t = 10,000. Keeping the constant, in the form (3t/4)[ln(2w/t) + 1/2], gives 99% already at w/t = 10.

**(e) Where the logarithm comes from**

Consider projected rays at a small angle φ to the broad faces. For φ well above t/w they usually end on a broad face, and their mean distance to the wall is t/(2φ). There are four such angular ranges, one on either side of each of the two opposite width directions. Their contribution is

(3/8) × 4 × ∫_{t/w}^{1} t/(2φ) dφ = (3t/4) ln(w/t).

Below φ ≈ t/w, the edges limit ρ to about w. That angular range has width of order t/w, so it adds a term of order t without a logarithm. Finite width thus keeps Λ finite without internal scattering. If w → ∞ with no scattering, Λ diverges.

In an infinitely wide film, let μ be the magnitude of the direction cosine normal to the faces, and S(μ) the mean path back to the last scattering or wall event. Integrating cos²θ over the in-plane angle gives π(1 − μ²), and the two signs of the normal component give a factor of two:

Λ_film = (3/2) ∫₀¹ (1 − μ²) S(μ) dμ.

For μ ≫ t/Λ₀, the faces limit the path and S ≈ t/(2μ). For smaller μ, S is at most Λ₀, and this range contributes of order t. Hence, for Λ₀ ≫ t,

Λ_film = (3t/4) ln(Λ₀/t) + O(t).

The internal mean free path takes the place of the width, with the same prefactor. Numerical integration between Λ₀/t = 10⁴ and 10⁵ gives a slope of 0.74998 for Λ_film/t against ln(Λ₀/t).

**(f) The silicon ribbon**

Here w/t = 20 and ln(w/t) = 2.9957. The leading term is

0.75 × 500 nm × 2.9957 = 1123 nm.

With the constant included, the result is

0.75 × 500 nm × (ln 40 + 0.5) = 1571 nm.

The full formula gives Λ = 1577 nm, or 1.58 µm. The leading term alone is 29% below it.

At low temperature, with linear dispersion, one polarization has energy density π²k_B⁴T⁴/(30ħ³v³). Its derivative with respect to T is the heat capacity

C_j = 2π²k_B⁴T³/(15ħ³v_j³).

One longitudinal and two transverse branches give ΣC_j = 4590 J/(m³ K) and ΣC_jv_j = 2.640 × 10⁷ W/(m² K). All branches share the same geometric Λ, so

k = (1/3)(2.640 × 10⁷)(1.577 × 10⁻⁶) ≈ 13.9 W/(m K).

The conductance is kwt/(length), with wt = 5 × 10⁻¹² m²:

13.88 × 5 × 10⁻¹² / 10⁻³ ≈ 6.9 × 10⁻⁸ W/K = 69 nW/K.

**(g) Comparison with real silicon**

The dimensions are practical for a suspended ribbon, but the rms roughness assumed here, η = 20 nm, represents deliberate roughening. Good silicon-on-insulator surfaces are much smoother, and the result in (f) should not be used for them: with η = 1 nm on the broad faces, diffuse edges and an internal mean free path of 300 µm, a ray estimate gives a Λ about three times larger. The estimates below change one effect at a time and should not be added.

For a roughened ribbon with (001) broad faces, the largest of the corrections estimated here is elastic anisotropy. It depends strongly on orientation: with (111) faces, or with (1-10) faces and a [110] axis, the same elastic constants give about 14 W/(m K), close to the isotropic value. With rough constants C₁₁ = 166, C₁₂ = 64 and C₄₄ = 80 GPa, a ribbon along [110] with (001) faces has a calculated conductivity of about 29 W/(m K), roughly twice the isotropic value. Dimensions, temperature and diffuse walls are held fixed, while sound speeds and ray directions both change. **The isotropic conductivity in (f) is therefore low by about a factor of two for this orientation.**

One mechanism can be seen directly. Take a wavevector with component q_z along [110] and a small component q_y along [001]. For the transverse mode polarized nearly normal to the broad faces, eliminating the weakly coupled longitudinal motion gives

density × ω² ≈ C₄₄q_z² + βq_y²,

β = C₁₁ − (C₁₂ + C₄₄)²/(C′ − C₄₄), with C′ = (C₁₁ + C₁₂ + 2C₄₄)/2.

Here C′ = 195 GPa and β ≈ −14 GPa. Energy travels along the gradient of ω, so for very small q_y/q_z its slope relative to the axis is βq_y/(C₄₄q_z) ≈ −0.18 q_y/q_z. At larger ratios the coefficient changes, and it is positive but still small (about 0.07) at q_y/q_z = 0.3. In an isotropic solid the factor would be 1. This mode thus sends more energy at grazing angles to the broad faces, where paths are long. Its separate share of the increase was not calculated.

Specular reflection also favours grazing rays. Take the specular probability on the broad faces as exp(−4η²q²μ²), with q the phonon wavenumber, and keep the edges diffuse. In a ray calculation this raises Λ by 24%, to about 1.96 µm, even for η = 20 nm. About half of the increase comes from phonons so close to grazing that their wavelength normal to the faces exceeds 2t. Rays are not valid there, so the 24% is only a rough indication.

The other estimates are smaller. A sine dispersion with rough zone-edge frequencies of 10 THz (longitudinal) and 4 THz (transverse) raises the conductivity by 8% at fixed Λ. This figure depends on the dispersion model: a 3.4 THz transverse edge gives 6%, and a quadratic fit to the [100] branches, which probably overstates the bending at small q, gives 28%. A frequency-independent internal mean free path of 300 µm lowers Λ by 2.5%. Isotope scattering in natural silicon has a similar path at the spectral peak, but its rate grows as ω⁴, and averaged over the spectrum it lowers Λ by 6–7%. The ballistic end resistance is 4Λ/(3 × length), or 0.2%, of the ribbon resistance. The full end correction is larger, because the wall temperature is not linear near the ends, but a first-order estimate puts it at only 1–2% for this length. The transverse wavelength at the peak of the heat-transport spectrum is 3.4 nm, which is 0.7% of the thickness, so treating phonons as rays is reasonable for most of the diffuse-wall result. It fails at the extreme grazing angles where the wavelength normal to the faces exceeds 2t. These supply 8–9% of the diffuse-wall Λ and matter more in the specular estimate. The numerical output lists the inputs and the main results.

Computed results

```
Round wire, L/diameter: 1.00000
w/t=5, ray tracing L/t: 2.1517
w/t=5, closed form L/t: 2.1507
w/t=4, random walk L/t: 1.968
w/t=4, closed form L/t: 1.995
w/t=4, half-specular faces, walk L/t: 3.622
w/t=4, half-specular faces, integral L/t: 3.572
Slope of L/t against ln(w/t): 0.74990
Constant added to ln(w/t): 1.1932
Film slope of L/t against ln(bulk/t): 0.74998
w/t=10: full L/t=2.6465, leading/full=0.6525, two-term/full=0.99067
w/t=100: full L/t=4.3512, leading/full=0.7938, two-term/full=0.99943
w/t=1000: full L/t=6.0759, leading/full=0.8527, two-term/full=0.99996
w/t=10000: full L/t=7.8026, leading/full=0.8853, two-term/full=1.00000
Thickness: 500 nm
Width: 10000 nm
Aspect ratio w/t: 20
Length: 1.0 mm
Temperature: 20 K
Rms roughness: 20 nm
Longitudinal speed (rough): 9000 m/s
Transverse speed (rough): 5400 m/s
ln(w/t): 2.9957
Leading L: 1123.4 nm
Two-term L: 1570.8 nm
Full L: 1577.0 nm = 1.5770 um
Heat capacity: 4590.1 J/(m^3 K)
Sum of C v over modes: 2.6397e+07 W/(m^2 K)
Conductivity: 13.876 W/(m K)
End-to-end conductance: 69.382 nW/K
Internal mean free path (rough): 300 um
Internal scattering changes L by: -2.51 %
L with specular broad faces: 1957 nm
Specular reflection changes L by: 24.1 %
Peak x = hbar omega/(kB T): 3.830
Transverse wavelength at peak: 3.38 nm
2 * roughness * wavenumber at peak: 74.3
Wavelength/thickness at peak: 0.0068
Zone-edge frequencies L, T (rough): 10, 4 THz
Dispersion changes conductivity by: 7.9 %
C11, C12, C44 (rough): 166, 64, 80 GPa; density 2330 kg/m^3
Anisotropic [110] conductivity: 29.418 W/(m K)
Anisotropy changes conductivity by: 112.0 %
End resistance/ribbon resistance: 0.210 %
```
